# Latent heat of a first-order ferroelectric transition in Landau theory

## Problem

A uniaxial ferroelectric has the free energy per volume

$$
F(P,T)=\frac{a_0(T-T_0)}{2}P^2-\frac b4P^4+\frac c6P^6 ,
$$

measured from the nonpolar state $P=0$ at the same temperature. The constants $a_0$, $b$ and $c$ are positive and independent of temperature. The crystal is uniform, the stress is fixed, the applied field is zero, and electrodes compensate the bound charge at its surfaces.

(a) Find the temperature $T_c$ at which the polar and nonpolar phases have equal free energy, and the polarization $P_c$ of the polar phase there.

(b) Show that the latent heat per volume at $T_c$ is

$$
L=\frac{3a_0bT_c}{8c}.
$$

(c) What happens to the latent heat when $b$ falls to zero, and when $b$ is negative?

(d) The phase change may be delayed by metastability. Find the heat of conversion at the two temperatures where metastability ends.

(e) Evaluate the results for $a_0=7.5\times10^5\ \mathrm{J\,m\,C^{-2}\,K^{-1}}$, $T_0=380$ K, $b=9\times10^8\ \mathrm{J\,m^5\,C^{-4}}$ and $c=2\times10^{10}\ \mathrm{J\,m^9\,C^{-6}}$. Estimate how far a drift of $b$ and $c$ with temperature, a field of 1 kV/cm, and other departures from the assumptions matter.

## Solution

### (a) Coexistence

Write $a=a_0(T-T_0)$ and $x=P^2$. At zero field an equilibrium state makes $F$ stationary:

$$
\frac{\partial F}{\partial P}=P\,(a-bx+cx^2)=0 .
$$

A polar state has $P\neq0$, so the bracket must vanish:

$$
a-bx+cx^2=0. \tag{1}
$$

The nonpolar state has $F=0$. Equal free energies therefore require $F=0$ in the polar state too. Dividing $F$ by $x\neq0$ gives

$$
\frac a2-\frac b4x+\frac c6x^2=0. \tag{2}
$$

Twice equation (2) is $a-bx/2+cx^2/3=0$. Subtracting equation (1) from it removes $a$:

$$
\left(-\frac b2+b\right)x+\left(\frac c3-c\right)x^2
=\frac b2x-\frac{2c}{3}x^2=0 .
$$

Since $x\neq0$,

$$
P_c^2=\frac{3b}{4c}. \tag{3}
$$

Equation (1) now gives the value of $a$ at the transition:

$$
a=bP_c^2-cP_c^4=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c},
$$

and hence

$$
T_c=T_0+\frac{3b^2}{16a_0c}. \tag{4}
$$

Stationary points need not be minima. With the value of $a$ just found, $F$ can be written as

$$
F(P,T_c)=\frac c6P^2\left(P^2-P_c^2\right)^2 .
$$

Expanding the square confirms this. The coefficient of $P^4$ is $-cP_c^2/3=-b/4$, and that of $P^2$ is $cP_c^4/6=3b^2/(32c)=a/2$. The expression is never negative and vanishes at $P=0$ and $P=\pm P_c$, so these are the global minima.

Between them lies a barrier. The derivative of $x(x-P_c^2)^2$ is $(x-P_c^2)(3x-P_c^2)$, so the maximum is at $x=P_c^2/3=b/(4c)$. Its height is

$$
F_{\rm b}=\frac c6\cdot\frac{4P_c^6}{27}=\frac{b^3}{96c^2}.
$$

The polarization thus jumps between zero and $P_c$: the transition is first order.

### (b) Latent heat

The entropy follows from the slope of the free energy of the equilibrium state. Let $P(T)$ be the polarization along the polar branch. Then

$$
\frac{d}{dT}F(P(T),T)=\frac{\partial F}{\partial T}+\frac{\partial F}{\partial P}\frac{dP}{dT}
=\frac{a_0P^2}{2}.
$$

The second term vanishes because $\partial F/\partial P=0$ on the branch, although $P$ itself changes with temperature. The entropy per volume, relative to the nonpolar phase, is minus this slope:

$$
s=-\frac{a_0P^2}{2}. \tag{5}
$$

The minus sign says that the polar phase has the lower entropy. Any contribution of the lattice that does not depend on $P$ is common to both phases and drops out of the difference.

On heating through $T_c$, the relative entropy changes from $-a_0P_c^2/2$ to zero. With equation (3), the jump is

$$
\Delta S=\frac{a_0P_c^2}{2}=\frac{a_0}{2}\cdot\frac{3b}{4c}=\frac{3a_0b}{8c}. \tag{6}
$$

At fixed stress and zero field the heat absorbed equals the change of enthalpy, $\Delta H=\Delta F+T\Delta S$. At $T_c$ the free energies are equal, so $\Delta F=0$ and

$$
\boxed{L=T_c\,\Delta S=\frac{3a_0bT_c}{8c}.}
$$

The crystal absorbs this heat on heating and releases it on cooling, provided that the change takes place at $T_c$.

The slope found above also settles which phase is stable. Along the polar branch $F$ rises with temperature and passes through zero at $T_c$. The polar phase has the lower free energy below $T_c$ and the higher one above it.

### (c) The tricritical limit and negative $b$

The transition temperature itself depends on $b$. Inserting equation (4) in $L$ gives

$$
L=\frac{3a_0T_0}{8c}\,b+\frac{9b^3}{128c^2}.
$$

For $b\to0^+$ at fixed $a_0$, $T_0$ and $c$, the latent heat vanishes in proportion to $b$. The polarization jump vanishes more slowly, as $\sqrt b$. The point $b=0$ is the tricritical point, where the first-order transition becomes continuous.

At $b=0$, equation (1) gives $P^2=\sqrt{a_0(T_0-T)/c}$ below $T_0$. This tends to zero at $T_0$, and so does the entropy (5). No latent heat remains.

For negative $b$, write $b=-\beta$ with $\beta>0$. Equation (1) becomes $a+\beta x+cx^2=0$. It has no positive solution for $a\ge0$, and for $a<0$ its positive solution is

$$
x=\frac{-\beta+\sqrt{\beta^2-4ac}}{2c}.
$$

Near $T_0$ this is $x\simeq a_0(T_0-T)/\beta$, which again falls continuously to zero. The transition is at $T_0$ and $L=0$. The boxed formula must not be continued to negative $b$: it would give a negative latent heat, whereas equation (3) then has no real $P_c$.

### (d) Delayed conversion

For $b>0$ the solutions of equation (1) are

$$
x_\pm=\frac{b\pm\sqrt D}{2c},\qquad D=b^2-4ac .
$$

To see which is a minimum, use equation (1) to eliminate $a$ from the curvature:

$$
\frac{\partial^2F}{\partial P^2}=a-3bx+5cx^2=2x(2cx-b)=\pm2x\sqrt D .
$$

The upper sign belongs to the polar minimum. This minimum disappears on heating when $D=0$, at

$$
T_1=T_0+\frac{b^2}{4a_0c}.
$$

The nonpolar state has curvature $a$, so on cooling it loses stability at $T_0$. Because $0<3/16<1/4$, the order is $T_0<T_c<T_1$.

Let $q(T)$ be the enthalpy of the nonpolar phase minus that of the polar phase, both at temperature $T$. The polar enthalpy relative to the nonpolar phase is $F+Ts$, so

$$
q(T)=-(F+Ts)=\frac{Ta_0P^2}{2}-F(P,T). \tag{7}
$$

At $T_1$, $P^2=b/(2c)$ and $a=b^2/(4c)$. Then

$$
F=\frac{b^3}{16c^2}-\frac{b^3}{16c^2}+\frac{b^3}{48c^2}=\frac{b^3}{48c^2},
\qquad
q(T_1)=\frac{a_0bT_1}{4c}-\frac{b^3}{48c^2}.
$$

At $T_0$, $a=0$ and the polar minimum has $P^2=b/c$. Then

$$
F=-\frac{b^3}{4c^2}+\frac{b^3}{6c^2}=-\frac{b^3}{12c^2},
\qquad
q(T_0)=\frac{a_0bT_0}{2c}+\frac{b^3}{12c^2}.
$$

The difference from $L$ is heat exchanged along the polar branch. Since $dx_+/dT=-a_0/\sqrt D$, the excess heat capacity of that branch is

$$
C_{\rm ex}=T\frac{ds}{dT}=-\frac{Ta_0}{2}\frac{dx_+}{dT}=\frac{Ta_0^2}{2\sqrt D}.
$$

Differentiating equation (7), with $dF/dT=a_0P^2/2$, gives $dq/dT=-C_{\rm ex}$. A polar crystal heated beyond $T_c$ has therefore already taken up part of $L$ before it converts. In a supercooled nonpolar crystal the heat released on conversion exceeds $L$.

### (e) Numbers and limits of validity

The parameters are round values in the rough regime of barium titanate near its cubic–tetragonal transition. They are not a fit to that material, which has several equivalent polar axes; the one-component $F$ follows the polarization along only one of them. From equations (3) and (4),

$$
P_c^2=\frac{3(9\times10^8)}{4(2\times10^{10})}=0.03375\ \mathrm{C^2\,m^{-4}},
\qquad P_c=18.4\ \mathrm{\mu C/cm^2},
$$

$$
T_c-T_0=\frac{3(9\times10^8)^2}{16(7.5\times10^5)(2\times10^{10})}=10.1\ \mathrm K,
\qquad T_c=390.1\ \mathrm K .
$$

The entropy jump is $\Delta S=\tfrac12(7.5\times10^5)(0.03375)\ \mathrm{J\,m^{-3}\,K^{-1}}=0.01266\ \mathrm{J/(cm^3\,K)}$. Multiplication by $T_c$ gives

$$
L=4.94\ \mathrm{J/cm^3},
$$

or 1.97 meV per cell for an assumed cubic cell of edge 0.40 nm. As a test of equation (6), the slope of the minimized free energy was also taken numerically, from its values 0.003 K above and below $T_c$. It gives the same latent heat, 4.9375 J/cm³, to the digits printed in the numerical output.

**Delay.** The polar branch ends at $T_1=393.5$ K. Conversion there absorbs 3.28 J/cm³, which is 34% less than $L$; the missing 1.66 J/cm³ was taken up between $T_c$ and $T_1$. Conversion at $T_0$ releases 6.56 J/cm³, which is 33% more than $L$. The changes are close to one third because $P^2$ at $T_1$ and $T_0$ is $2/3$ and $4/3$ of $P_c^2$, while the absolute temperature hardly changes. A calorimeter that records only the sharp peak would, in this model, measure a heat that depends on the delay. These two values are the extremes for constant $b$ and $c$. A real crystal usually nucleates the new phase before either limit is reached, and the change is then smaller.

**Drifting coefficients.** Suppose that $b$ and $c$ change at rates $b'$ and $c'$, with their stated values holding at $T_c$. Then $T_c$ and $P_c$ stay the same, but $-\partial F/\partial T$ gains two terms, and the jump becomes

$$
\Delta S=\frac{a_0P_c^2}{2}-\frac{b'P_c^4}{4}+\frac{c'P_c^6}{6}.
$$

For rough assumed rates $b'=-2\times10^7\ \mathrm{J\,m^5\,C^{-4}\,K^{-1}}$ and $c'=-3\times10^8\ \mathrm{J\,m^9\,C^{-6}\,K^{-1}}$, the latent heat is 6.41 J/cm³, an increase of 30%. Constant $b$ and $c$ are thus a substantial assumption, even when their values at $T_c$ are right.

**Applied field.** A field $E$ along the polar axis adds $-EP$ to $F$. Near $E=0$, the free energy of the polar phase changes by $\Delta S\,dT-P_c\,dE$, and that of the nonpolar phase does not change to first order. Coexistence persists if

$$
\frac{dT_c}{dE}=\frac{P_c}{\Delta S}=1.45\ \mathrm{K\ per\ kV/cm}.
$$

At 1 kV/cm the full coexistence conditions give a shift of 1.42 K and a latent heat of 4.76 J/cm³, 3.6% below the zero-field value.

The first-order line ends where the two coexisting minima merge. There the second and third derivatives of $F$ vanish:

$$
a-3bP^2+5cP^4=0,\qquad -6bP+20cP^3=0 .
$$

The second condition gives $P^2=3b/(10c)$, and the first then gives $a=9b^2/(20c)$. The field is

$$
E=P(a-bP^2+cP^4)=\frac{6b^2}{25c}\sqrt{\frac{3b}{10c}}=11.3\ \mathrm{kV/cm},
$$

at 404.3 K. At the end point the polarization jump is zero, and with it the latent heat.

**Self-heating.** With a rough lattice heat capacity of 3 J/(cm³ K), the heat $L$ corresponds to a temperature change of 1.6 K. This is not small beside $T_1-T_c=3.4$ K, so a rapid conversion need not be isothermal.

**Electrodes and clamping.** Consider a slab polarized along its normal, with no compensating charge. Its internal field $-P/\varepsilon_0$ adds an energy $P^2/(2\varepsilon_0)$, which lowers $T_0$ by $1/(\varepsilon_0a_0)=1.5\times10^5$ K. A background relative permittivity divides this shift by its value, and for a value of order ten the shift still far exceeds $T_0$. The uniform polar state then does not occur at any positive temperature; compensation is essential to the result.

In devices, a film bonded to a thick substrate also breaks the assumption of fixed stress. A model with one strain $\eta$ shows the effect. Let the energy contain $-g\eta P^2+K\eta^2/2$, with coupling $g$ and stiffness $K$. At zero stress $\eta=gP^2/K$, which contributes $-g^2P^4/(2K)$. The free crystal therefore has

$$
b=b_{\rm clamped}+\frac{2g^2}{K}.
$$

Holding the strain at zero removes the second term. If that term is at least as large as $b$, the clamped transition is continuous and the latent heat falls from 4.94 J/cm³ to zero. Whether this happens depends on elastic data that the present parameters do not contain, and a real film is clamped only in its plane.

For a free, electroded crystal in this parameter regime, about 5 J/cm³ is therefore an estimate, which the assumed drifts, or a delay to the limits of metastability, each change by about a third when taken alone. Domain walls, nucleation and critical fluctuations lie outside the uniform free energy used here.

## Numbers as computed

```
a0 = 7.500e+05 J m C^-2 K^-1
b = 9.000e+08 J m^5 C^-4
c = 2.000e+10 J m^9 C^-6
T0, paraelectric stability limit = 380.000 K
Tc - T0 = 10.125 K
Tc, equilibrium transition = 390.125 K
T1, end of polar branch = 393.500 K
Width of metastable range T1 - T0 = 13.500 K
Pc^2 = 0.03375 C^2 m^-4
Pc, polarization jump = 18.37 uC/cm2
Barrier at Tc = 0.01898 J/cm3
Entropy jump = 0.012656 J/(cm3 K)
Latent heat, formula = 4.9375 J/cm3
Latent heat, slope of minimized F = 4.9375 J/cm3
Assumed cell edge = 0.40 nm
Latent heat per cell = 1.972 meV
Entropy jump per cell = 0.0587 k_B
Conversion heat at T1 (heating) = 3.282 J/cm3
  change from L = -33.5 %
Excess heat taken up from Tc to T1 = 1.655 J/cm3
Conversion heat at T0 (cooling) = 6.564 J/cm3
  change from L = 32.9 %
Excess heat from T0 to Tc = 1.627 J/cm3
Rough drift of b = -2.0e+07 J m^5 C^-4 K^-1
Rough drift of c = -3.0e+08 J m^9 C^-6 K^-1
Latent heat with drifts = 6.410 J/cm3
  change from L = 29.8 %
Small-field slope dTc/dE = 1.452 K per kV/cm
Bias field = 1.0 kV/cm
Shift of Tc in bias field = 1.418 K
Latent heat in bias field = 4.760 J/cm3
  change from L = -3.6 %
Field at end of first-order line = 11.29 kV/cm
Temperature at end of first-order line = 404.30 K
Rough lattice heat capacity = 3.0 J/(cm3 K)
Adiabatic self-heating scale = 1.65 K
T0 lowering if charge uncompensated = 1.506e+05 K
```
